Forward Scattering Factor: Dispersion Relation and Zero-Frequency Limit for Neutral Atoms

Suppose the refraction of a carbon film at 13.5 nm is estimated by counting electrons, six per atom. In the two-shell model worked out below, this overstates the departure of the index from one by about 35 %. Two of the six electrons are bound too tightly to respond as free ones, which alone would make the excess 54 %; the four valence electrons respond somewhat more strongly than free ones and offset part of it. At low frequency the count fails completely: a neutral atom then scatters almost nothing. Correcting the count with absorption data brings a second danger. If the discrete lines of hydrogen are left out and the ionization continuum alone is used, the atom appears to scatter at zero frequency like 0.565 of a free electron. The relation below gives the correction, and a sum rule fixes the total absorption strength that must enter it.

**1. Conventions and assumptions**

The field is the real part of F exp(-iωt). Let α be the polarizability, so that the induced dipole has amplitude αF. A free electron of charge -e and mass m obeys m d²x/dt² = -eF exp(-iωt), hence x = eF/(mω²), and its dipole is -ex = -e²F/(mω²). The forward scattering factor f is the dipole of the atom divided by that of a free electron:

f = -mω²α/e² = f1 - i f2.

In atomic units (ħ = m = e = 1), used in the proofs, f = -ω²α. Absorption requires Im α > 0, so f2 > 0 with this sign convention.

For N atoms per volume, with local-field corrections neglected, n² = 1 + Nα/ε₀. With r_e = e²/(4πε₀mc²) and ω = 2πc/λ,

e²/(ε₀mω²) = 4πr_e c²/ω² = r_e λ²/π,

so n² = 1 - r_e λ²Nf/π. If the last term is small, the square root gives

n = 1 - δ + iβ, δ = r_e λ²N f1/(2π), β = r_e λ²N f2/(2π).

Intensity decays as exp(-4πβz/λ) = exp(-Nσz), and therefore σ = 4πβ/(λN) = 2r_e λ f2.

The assumptions are these.

(A) The atom is neutral, has Z bound electrons and is in its ground state. An average over orientations is taken if the ground level is degenerate.

(B) The electrons are nonrelativistic, and the forces depend on positions and not on momenta.

(C) The wavelength is long compared with the atom, so the field acts through the electric dipole.

(D) The nucleus is fixed. Section 5 removes this condition.

**2. The theorem**

Theorem. Under (A) to (D), at any ω > 0 that is not a line or an edge and near which f2 is smooth,

f1(ω) = Z - (2/π) P∫₀^∞ u f2(u)/(u² - ω²) du.   (1)

Moreover f1(0) = 0, which is equivalent to

(2/π) ∫₀^∞ f2(u)/u du = Z.   (2)

P denotes the principal value, and f2 includes discrete lines as delta functions.

**3. Three lemmas and the proof**

Lemma 1 (response of bound states). Let D be the sum of the electrons' z coordinates, ω_s the excitation energy of state s, D_s its matrix element with the ground state, and g_s = 2ω_s|D_s|² its oscillator strength. Then

α(ω) = Σ g_s/(ω_s² - (ω + iη)²), η → 0⁺.

Proof. The dipole operator is -D, so the perturbation is +D times the field. Switch the field on as exp(ηt). The amplitude c_s obeys

i dc_s/dt = D_s [F exp(-iωt) + F* exp(iωt)] exp(iω_s t + ηt),

where the factor 1/2 in the real field has been absorbed into F; it cancels in the ratio of dipole to field. Integrating from the distant past,

c_s = -D_s F exp[i(ω_s - ω)t + ηt]/(ω_s - ω - iη)
 - D_s F* exp[i(ω_s + ω)t + ηt]/(ω_s + ω - iη).

The mean dipole is -Σ[D_s* c_s exp(-iω_s t) + complex conjugate]. Its part varying as exp(-iωt) comes from the first term of c_s and the conjugate of the second:

α = Σ |D_s|² [1/(ω_s - ω - iη) + 1/(ω_s + ω + iη)].

Over a common denominator the numerators add to 2ω_s, which gives the result. Dipole elements within the ground level vanish by parity, so every ω_s that contributes is positive. ∎

Lemma 2 (sum rule). Σ g_s = Z.

Proof. Let H be the Hamiltonian and E₀ the ground energy. By completeness,

Σ 2ω_s|D_s|² = 2⟨D(H - E₀)D⟩ = ⟨[D,[H,D]]⟩.

The last equality follows on expanding the double commutator into 2DHD - D²H - HD² and letting H act on the ground state. Potentials that depend on positions commute with D. The kinetic energy gives [H,D] = -iP, where P is the total z momentum. Since [D,P] = iZ, the double commutator is -i(iZ) = Z. ∎

Write g(u) for the density of oscillator strength, lines included, so that ∫g(u)du = Z.

Lemma 3 (strength and absorption). f2(ω) = (π/2) ω g(ω).

Proof. Set z = ω + iη. From Lemma 1, f = ∫g(u) z²/(z² - u²) du. Since z²/(z² - u²) = 1 + u²/(z² - u²), Lemma 2 gives

f = Z + ∫₀^∞ g(u) u²/(z² - u²) du.   (3)

As η → 0⁺ with ω > 0, 1/(z² - u²) tends to P[1/(ω² - u²)] - iπδ(ω² - u²), and for positive u the delta function equals δ(u - ω)/(2ω). The imaginary part of (3) is therefore -(π/2)ωg(ω). By definition it is -f2. ∎

Proof of the theorem. Lemma 3 gives u²g(u) = (2/π)u f2(u). Inserting this into the real part of (3) and reversing the sign of the denominator yields (1). The integral converges at large u because u²/(u² - ω²) is bounded there and g has a finite integral.

For the zero-frequency limit, let ω lie below the first excitation energy. Lemma 1 then gives a finite static polarizability α(0), so

f1(ω) = -α(0)ω² + terms of order ω⁴,   (4)

and f1(0) = 0. Setting ω = 0 in (1) turns this statement into (2). Conversely, (2) inserted in (1) at ω = 0 gives f1(0) = 0. ∎

The two ends of the spectrum have different physical origins. At low frequency the binding force balances the field, the displacement stays finite and the acceleration, which radiates, falls as ω². At high frequency inertia dominates. On the imaginary axis this is seen directly: f(iy) = ∫g(u) y²/(y² + u²) du tends to Z as y grows.

**4. The same relation from causality**

Equation (1) does not need a list of states. Suppose f - Z is analytic in the upper half of the complex frequency plane, as it is for a response that follows its cause, and suppose it vanishes uniformly on a large semicircle there. Put h = f - Z. Integrate h(z)/(z - ω) along the real axis, passing above the point ω on a small semicircle, and close the path on the large one. No pole is enclosed, and the small semicircle, traversed clockwise, contributes -iπh(ω):

P∫ h(u)/(u - ω) du - iπh(ω) = 0, with u from -∞ to ∞.

Dividing by iπ and taking the real part, with h = (f1 - Z) - i f2, gives

f1(ω) - Z = -(1/π) P∫ f2(u)/(u - ω) du.

A real field must induce a real dipole, so f(-ω) = f(ω)*, which makes f2 odd. The negative half of the axis then contributes f2(u)/(u + ω) with u positive, and

1/(u - ω) + 1/(u + ω) = 2u/(u² - ω²)

restores (1).

This route covers damped oscillators as well. It also shows what causality does: reversing the damping replaces f by f*, leaves f1 unchanged and reverses f2. Formula (1) would then return 2Z - f1 instead of f1.

Causality and the high-frequency limit do not by themselves give f1(0) = 0. That needs a statement about low frequencies, and the next section shows where it fails.

**5. Ions, moving nuclei and free electrons**

Proposition. Let the nucleus move, and let the particles of an atom or ion have total charge Q and total mass M in atomic units. As ω → 0, f tends to Q²/M.

Proof. Internal forces sum to zero, so the centre of mass obeys M d²X/dt² = QF exp(-iωt), and X = -QF/(Mω²). The leading dipole is QX = -Q²F/(Mω²). Internal polarization adds a dipole that stays finite, about aF, where a is the internal static polarizability. Multiplying by -ω²/F gives Q²/M - aω², and the second term vanishes as ω → 0. ∎

For a neutral atom this is zero, so f1(0) = 0 survives recoil. A carbon ion of charge +1 keeps f = 4.57×10⁻⁵ in this limit. The limit is reached only when aω² is much smaller than Q²/M, which is a stronger condition than lying below the internal excitations: with a of about 6 atomic units, the two terms are already equal near 0.075 eV. At high frequency all particles respond independently, and the nucleus adds Z² divided by its mass, which is 1.64×10⁻³ for carbon. With a moving nucleus the constant in (1), which for an ion is the number of electrons and not the nuclear charge, must be increased by this amount. For a neutral atom the constant in (2) increases equally.

A free electron without damping has f = 1 at every ω > 0 and no absorption there; (4) fails because there is no restoring force. With a damping rate γ,

f = ω/(ω + iγ), f1 = ω²/(ω² + γ²), f2 = ωγ/(ω² + γ²).

Now f1(0) = 0, and (2/π)∫γ/(u² + γ²)du = 1, so (2) holds with Z = 1. But f2 is linear in ω at low frequency, which is the mark of conduction; a bound atom has no absorption below its first line. As γ → 0 the absorption gathers at zero frequency, and an integral that starts above it misses a whole electron.

**6. Hydrogen, with all its absorption**

Hydrogen allows (1) to be tested on a real atom. Its Coulomb wavefunctions give the line strengths

g_n = 256 n⁵ (n - 1)^(2n-4) / [3(n + 1)^(2n+4)], n = 2, 3, ...

at energies (1 - 1/n²)/2, and above u = 1/2 the continuum density

g(u) = (256/3)(2u)⁻⁴ exp[-4 arctan(k)/k] / [1 - exp(-2π/k)], k = √(2u - 1).

These two formulas are quoted here, not derived. The lines hold 0.565 of the strength and the continuum 0.435, which together make one electron.

For comparison, f was also computed without any absorption spectrum, by solving the Schrödinger equation for the part of the wavefunction driven by the field, with outgoing waves at large distance. The values of f1 from the two routes agree to the six decimals printed:

5 eV: f1 = -0.190833
40 eV: f1 = 1.145170
91.84 eV: f1 = 1.047804

The driven solution also reproduced f2 from the quoted continuum formula to within 10⁻⁶ at the two higher energies. At 5 eV the factor is negative, as (4) requires, since the bound electron moves in phase with the force, opposite to a free one. At 40 eV it exceeds one: the binding now works in the same sense as the driving field and enlarges the response. At 50 hartree the direct solution gives 1.00043, close to the free-electron limit.

**7. A shell with an absorption edge**

Corollary. Let a shell of strength G absorb above an edge B according to f2 = πG(B/u)², and not below it. Then

f1(ω) = G [1 + (B²/ω²) ln|1 - ω²/B²|].   (5)

Proof. The strength is correct, since (2/π)∫πGB²/u³ du from B to ∞ equals G. Equation (1), with G as the shell's share of Z, reads

f1 = G - 2GB² P∫ du/[u(u² - ω²)], from B to ∞.

Partial fractions give

1/[u(u² - ω²)] = (1/ω²)[u/(u² - ω²) - 1/u],

whose antiderivative is (1/2ω²) ln|(u² - ω²)/u²|. The logarithms on the two sides of u = ω cancel in the principal value. The upper limit gives zero, and the lower limit leaves -(1/2ω²) ln|1 - ω²/B²|. Substitution gives (5). ∎

Let y = ω²/B². For small y, ln(1 - y) = -y - y²/2 - ..., so f1 → -Gω²/(2B²), in accordance with (4). For 0 < y < 1, ln(1 - y) < -y, so a shell below its edge contributes a negative amount. At the edge f1 falls to -∞, a consequence of the abrupt step in f2. For y > 2 the logarithm is positive, and f1 approaches G from above.

**8. A carbon hard mask at 13.5 nm**

Take a 30 nm amorphous-carbon film of density 2.0 g/cm³. The model has four valence electrons with an effective onset at 20 eV and two core electrons with an edge at 285 eV. These are rough, round inputs. The number density is 1.003×10²³ cm⁻³, and the photon energy is 91.84 eV.

For the valence shell y = (91.84/20)² = 21.09, and (5) gives

4[1 + ln(20.09)/21.09] = 4.569.

For the core y = (91.84/285)² = 0.1038, and

2[1 + ln(0.8962)/0.1038] = -0.112.

Their sum is f1 = 4.457. The core does not merely drop out of the electron count; it subtracts. Only the valence shell absorbs, with f2 = 4π(20/91.84)² = 0.596.

The factor r_e λ²N/(2π) is 0.008196, so

δ = 0.008196 × 4.457 = 0.0365, β = 0.008196 × 0.596 = 0.0049.

The attenuation length λ/(4πβ) is 220 nm. The film advances the phase by 2π × 0.0365 × 30/13.5 = 0.51 rad relative to vacuum and transmits exp(-30/220) = 0.87 of the intensity, reflections neglected.

Across the spectrum the same model gives

6.42 eV (193 nm): f1 = -0.22
91.84 eV: f1 = 4.46
280 eV: f1 = -0.85
400 eV: f1 = 6.03
1000 eV: f1 = 6.41
10000 eV: f1 = 6.01

The negative value at 280 eV comes from the core logarithm just below its edge, which outweighs the four valence electrons. Its size depends strongly on the shape of the absorption near the edge: a gradual rise above 285 eV weakens the dip, while strong lines just above the edge can deepen it. This number should therefore not be used as a material constant. At 193 nm the negative sign means an index above one, but the formula linear in f is no longer accurate there: its prefactor grows as λ² to about 1.7 and gives |δ| = 0.37, whereas keeping the square root gives 0.32. Local fields are neglected in both values; a Lorentz field would change the second to 0.41, so none of these is a reliable index at 193 nm.

**9. Errors in the absorption data**

Replacing Z in (1) by the integral in (2) gives an equivalent relation. Since

1/u - u/(u² - ω²) = -ω²/[u(u² - ω²)],

f1(ω) = -(2/π)ω² P∫₀^∞ f2(u)/[u(u² - ω²)] du.   (6)

Equation (6) vanishes at zero frequency by construction, while (1) has the correct electron number built in. With imperfect data they differ. Let every f2 be too small by a fraction ε. The integral term in (1) equals Z - f1, so (1) returns f1 + ε(Z - f1), whereas (6) returns (1 - ε)f1.

For ε = 0.05 in the carbon model, (1) gives 4.53 at 13.5 nm and (6) gives 4.23, against the correct 4.46. At zero frequency (1) gives 0.30 instead of zero. For this uniform error (1) is the more accurate form where |Z - f1| < |f1|, that is, where f1 > Z/2; below that (6) is better. Checking (2) first reveals the missing strength.

**10. What the carbon model leaves out**

The first uncertainty is the shape of the valence absorption. With its strength fixed at four electrons and the decay power at 2, moving the onset to 15 or 25 eV gives f1 = 4.27 or 4.64 and f2 = 0.34 or 0.93. With the onset fixed at 20 eV, decay powers of 1.5 and 2.5 give f1 = 4.27 and 4.47, and f2 = 0.96 and 0.35. These are sample variations, not bounds. Taken one at a time, they move f1 by up to about 4 % and f2 by up to about 60 %, and the attenuation length ranges from about 140 to 390 nm. Combining the same onsets and powers widens the spread, to f1 from 4.19 to 4.73 and f2 from 0.17 to 1.34. In this model the refraction at 13.5 nm is much better determined than the absorption. The photon energy lies well above the valence onset and well below the core edge, and there f1 stays within about 20 % of the valence electron number in all these cases.

The Pauli principle also moves strength between shells. In a spherical carbon atom treated in the local-density approximation, each 1s electron has strength 0.130 for transitions to 2p (0.125 with the PBE functional). One third of the 2p places are filled, so the two core electrons lose 2 × 0.130/3 = 0.087. The 2p electrons gain the same amount, because their downward transitions, which would count negatively, are blocked too. The total is unchanged. If the absorption of each shell keeps its shape while its strength changes, f1 rises by 0.10, or 2 %. This is a free-atom figure. Bonding fills more of the 2p places: for methane and ethylene the local-density approximation gives a blocked core strength of 0.14 to 0.15 per carbon, which would raise f1 by about 0.17 to 0.18, or 4 %.

Keeping the square root in the index changes δ from 0.0365 to 0.0372. Adding a Lorentz local field gives 0.0363; that field assumes separate polarizable atoms, so for a bonded solid it is an estimate. Retardation, relativity and recoil matter less. The retardation parameter (2π/λ)²⟨r²⟩ is 1.5×10⁻³. The ratio of atomic binding energy to electron rest energy is 2.0×10⁻³, which sets the order of the relativistic shift of f1 in electrons, and recoil contributes 1.6×10⁻³ electrons at high frequency.

Real hard masks vary in density, bonding and hydrogen content, and amorphous carbon absorbs below 20 eV, including at 193 nm, where this model is transparent. At fixed f1, δ is proportional to density. With the carbon density held fixed, 0.2 free hydrogen atoms per carbon would add 0.2 × 1.05 = 0.21 to f1 per carbon, about 5 %; bonding would alter this figure. The model is suited to showing how bound shells build the index. Designing a mask stack requires optical constants measured on the film itself. The numerical output follows.

Computed values

```
HYDROGEN ATOM
strength in lines: 0.56500 electrons
strength in continuum: 0.43500 electrons
static polarizability, direct: 4.50000 a.u.
static polarizability, from f2: 4.50000 a.u.
5.00 eV: f1 dispersion -0.190833, direct -0.190833, f2 0.000000
40.00 eV: f1 dispersion 1.145170, direct 1.145170, f2 0.175172
91.84 eV: f1 dispersion 1.047804, direct 1.047804, f2 0.033064
f1 at 50 hartree: 1.00043
MOVING NUCLEUS, carbon mass
low-frequency f, neutral: 6.0e-10
low-frequency f, ion of charge +1: 4.566e-05
CARBON FILM MODEL
wavelength 13.5 nm, photon energy 91.840 eV
valence: 4 electrons, onset 20 eV
core: 2 electrons, edge 285 eV
density 2.0 g/cm3, film 30 nm
number density: 1.0028e+23 cm^-3
f1 valence part: 4.5691
f1 core part: -0.1116
f1 total: 4.4575, f2: 0.5959
r_e lambda^2 N/(2 pi): 0.008196
delta: 0.03653, beta: 0.00488
cross-section: 4.534e-19 cm2
attenuation length: 219.9 nm
phase advance: 0.5101 rad
film transmission: 0.8725
MODEL TABLE
6.42 eV: f1 -0.2222, f2 0.00000
91.84 eV: f1 4.4575, f2 0.59594
200.00 eV: f1 3.4296, f2 0.12566
280.00 eV: f1 -0.8519, f2 0.06411
400.00 eV: f1 6.0288, f2 3.22111
1000.00 eV: f1 6.4066, f2 0.51538
10000.00 eV: f1 6.0118, f2 0.00515
f2 DATA 5 % TOO LOW
fixed-Z form, f1 at zero frequency: 0.3000
fixed-Z form, f1 at 13.5 nm: 4.5346
subtracted form, f1 at 13.5 nm: 4.2346
NEGLECTED EFFECTS at 13.5 nm
onset 15 eV, power 2.0: f1 4.2722, f2 0.3352
onset 25 eV, power 2.0: f1 4.6369, f2 0.9312
onset 20 eV, power 1.5: f1 4.2715, f2 0.9578
onset 20 eV, power 2.5: f1 4.4739, f2 0.3476
LDA sum of 1s strengths: 1.00000 per electron
LDA 1s-2p strength: 0.1298 per electron
strength moved core to valence: 0.0865 electrons
resulting change of f1: 0.1037
delta with square root kept: 0.03721
delta with Lorentz local field: 0.03633
retardation parameter (k r)^2: 1.49e-03
LDA total energy: -37.426 hartree
binding energy / electron rest energy: 1.99e-03
recoil shift of high-frequency f1: 1.64e-03
```
